**Richardson plot for a barrier that varies linearly with temperature**

For a barrier $\phi(T)=\phi_0-aT$ lowered by $\Delta=\sqrt{e^3F/\varepsilon}$, the plot of $\ln(J/T^2)$ against $1/T$ gives $\phi_0-\Delta$ from its slope and $Ae^{a/k_B}$ from its intercept. Here $J$ is the current density, $T$ the temperature, $F$ the field, $\varepsilon$ the permittivity and $A$ the Richardson constant. The program sums the electron flux over the barrier by quadrature and asserts that fits to these currents return the derived slope and intercept for positive, zero and negative $a$. It also asserts the image-force lowering, the first Fermi correction, the tangent rule for a curved $\phi(T)$, the near-top limit of the WKB action and the transport integral beyond the barrier. In the example, the slope with $\Delta$ added gives 1.500 eV while the barrier at 400 K is 1.340 eV, and the apparent constant is 104 times $A$. The sizes of the tunnelling and transport effects are printed as estimates, not asserted. They show that a low, thermally activated mobility can bring the apparent constant back to about $1.2A$ although $a$ is not zero.

## Check in Python

```python
# Result under test: for emission over a barrier phi(T) = phi0 - a*T, lowered
# by the image force, the plot of ln(J/T^2) against 1/T has a slope that gives
# phi0 - lowering, and an intercept that gives A*exp(a/k), where
#   J = current density (A/cm^2), T = temperature (K), k = Boltzmann constant,
#   A = e m k^2 / (2 pi^2 hbar^3), the Richardson constant,
#   lowering = sqrt(e^3 F / eps) in Gaussian units, F = field, eps = permittivity.
# Energies are in eV, lengths in nm, and eF in eV/nm unless a name says otherwise.
import numpy as np
from scipy import constants as C
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

k = C.k / C.e                                        # eV/K
e2 = C.e / (4 * np.pi * C.epsilon_0) * 1e9           # Gaussian e^2, eV nm
hbar2_over_m = C.hbar**2 / C.m_e / C.e * 1e18        # eV nm^2
A = C.e * C.m_e * C.k**2 / (2 * np.pi**2 * C.hbar**3) * 1e-4  # A/(cm^2 K^2)

# Round model parameters, roughly those of a porous low-k film
phi0, a = 1.50, 4.0e-4
eps, field_MV = 2.0, 0.5
eF = field_MV * 0.1
T_mid, T_use = 400.0, 300.0
temps = np.linspace(350.0, 450.0, 11)
fermi_energy = 7.0
breakdown_MV = 5.0
einstein_T = 300.0


def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


def emitted_current(barrier, T):
    """Momentum-space sum of the metal's electron flux over the barrier."""
    kT = k * T
    low = np.sqrt((fermi_energy + barrier) / kT)
    ux, wx = gauss(low, np.sqrt(low**2 + 45), 80)
    up, wp = gauss(0.0, np.sqrt(45.0), 80)
    energy = ux[:, None]**2 + up[None, :]**2 - fermi_energy / kT
    total = (wx * ux) @ (1 / (np.exp(energy) + 1)) @ (wp * up)
    scale = 2 * C.m_e * C.k * T / C.hbar**2
    return C.e * C.hbar / C.m_e / (2 * np.pi**2) * scale**2 * total * 1e-4


def richardson_fit(T, J):
    slope, intercept = np.polyfit(1 / T, np.log(J / T**2), 1)
    return -slope * k, np.exp(intercept)


# Image-force lowering: numerical maximum against the closed form
def potential(x):
    return -eF * x - e2 / (4 * eps * x)


top = minimize_scalar(lambda x: -potential(x), bounds=(0.1, 20),
                      method='bounded', options={'xatol': 1e-10})
lowering = top.fun
x_max = np.sqrt(e2 / (4 * eps * eF))
assert abs(lowering - np.sqrt(e2 * eF / eps)) < 1e-9
assert abs(top.x - x_max) < 1e-4

# Emission law and its first Fermi correction
b_test = 4 * k * T_mid
ratio = emitted_current(b_test, T_mid) / (A * T_mid**2 * np.exp(-4))
assert abs((1 - ratio) / (np.exp(-4) / 4) - 1) < 0.02

# Richardson plots of the summed currents, for both signs of a
fits = {}
for coeff in (a, 0.0, -a):
    J = np.array([emitted_current(phi0 - coeff * T - lowering, T) for T in temps])
    fits[coeff] = richardson_fit(temps, J)
    assert abs(fits[coeff][0] - (phi0 - lowering)) < 1e-6
    assert abs(fits[coeff][1] / (A * np.exp(coeff / k)) - 1) < 1e-5
slope_barrier, A_app = fits[a]
phi_mid = phi0 - a * T_mid
assert abs(slope_barrier + lowering - phi_mid - a * T_mid) < 1e-6
J_mid = emitted_current(phi_mid - lowering, T_mid)
phi_back = lowering + k * T_mid * np.log(A * T_mid**2 / J_mid)
assert abs(phi_back - phi_mid) < 1e-8


# A barrier that flattens in the cold: the slope follows the tangent
phi_zero = phi0 - a * einstein_T / 2


def curved(T):
    return phi_zero - a * einstein_T / np.expm1(einstein_T / T)


r = einstein_T / T_mid
curved_slope = -a * r**2 * np.exp(r) / np.expm1(r)**2
pair = 1 / (1 / T_mid + np.array([-1e-6, 1e-6]))
y = np.log([emitted_current(curved(T) - lowering, T) / T**2 for T in pair])
local_barrier = -k * (y[1] - y[0]) / 2e-6 + lowering
local_A = np.exp(y.mean() + (local_barrier - lowering) / (k * T_mid))
assert abs(local_barrier - (curved(T_mid) - T_mid * curved_slope)) < 1e-5
assert abs(local_A / (A * np.exp(-curved_slope / k)) - 1) < 1e-3

# Predictions at the temperature of use
J_use = emitted_current(phi0 - a * T_use - lowering, T_use)
J_line = A_app * T_use**2 * np.exp(-slope_barrier / (k * T_use))
J_mixed = A * T_use**2 * np.exp(-slope_barrier / (k * T_use))
J_frozen = A * T_use**2 * np.exp(-(phi_mid - lowering) / (k * T_use))
assert abs(J_line / J_use - 1) < 1e-4
assert abs(J_use / J_mixed / np.exp(a / k) - 1) < 1e-4


# Neglected effect: tunnelling and reflection near the barrier top (WKB)
def action(depth, mass):
    """Integral of the decay constant, at an energy 'depth' below the top."""
    s = lowering + np.atleast_1d(depth)
    half = np.sqrt(s**2 - lowering**2) / (2 * eF)
    t, w = gauss(-np.pi / 2, np.pi / 2, 100)
    x = s[:, None] / (2 * eF) + half[:, None] * np.sin(t)
    return np.sqrt(2 * mass * eF / hbar2_over_m) * half**2 * (
        (np.cos(t)**2 / np.sqrt(x)) @ w)


def top_quantum(mass):
    curvature = e2 / (2 * eps * x_max**3)
    return np.sqrt(hbar2_over_m / mass * curvature)


assert abs(action(1e-4, 1.0)[0] * top_quantum(1.0) / (np.pi * 1e-4) - 1) < 2e-3


def tunnel_factor(T, mass):
    height, kT = phi0 - a * T - lowering, k * T
    d, wd = gauss(0.0, height, 400)
    u, wu = gauss(0.0, 40 * kT, 400)
    below = wd @ (np.log1p(np.exp(-(height - d) / kT))
                  / (1 + np.exp(2 * action(d, mass))))
    above = wu @ (np.log1p(np.exp(-(height + u) / kT))
                  / (1 + np.exp(-2 * np.pi * u / top_quantum(mass))))
    return (below + above) / (kT * np.exp(-height / kT))


J_data = np.array([emitted_current(phi0 - a * T - lowering, T) for T in temps])
tunnel = {}
for mass in (1.0, 0.5):
    factors = np.array([tunnel_factor(T, mass) for T in temps])
    tunnel[mass] = (tunnel_factor(T_mid, mass),) + richardson_fit(temps, J_data * factors)


# Neglected effect: drift and diffusion beyond the barrier maximum
def barrier_length(T):
    return quad(lambda x: np.exp((potential(x) + lowering) / (k * T)),
                x_max, x_max + 60, limit=200)[0]


def force_term(x):
    return eF - e2 / (4 * eps * x**2)


far = x_max + 60
transport = solve_ivp(lambda x, n: force_term(x) / (k * T_mid) * n - 1,
                      (far, x_max), [k * T_mid / force_term(far)],
                      rtol=1e-9, atol=1e-11)
assert abs(transport.y[0, -1] / barrier_length(T_mid) - 1) < 1e-5


def emission_velocity(T):
    return np.sqrt(C.k * T / (2 * np.pi * C.m_e)) * 100


def diffusion_velocity(T, mobility):
    return mobility * k * T / barrier_length(T) * 1e7


states = 2 * (C.m_e * C.k * T_mid / (2 * np.pi * C.hbar**2))**1.5 * 1e-6
assert abs(C.e * states * emission_velocity(T_mid) / (A * T_mid**2) - 1) < 1e-9


def diffusion_fit(mobility_mid, activation):
    factors = []
    for T in temps:
        mu = mobility_mid * np.exp(-activation / k * (1 / T - 1 / T_mid))
        vd = diffusion_velocity(T, mu)
        factors.append(vd / (vd + emission_velocity(T)))
    vd = diffusion_velocity(T_mid, mobility_mid)
    return (vd / (vd + emission_velocity(T_mid)),) + richardson_fit(
        temps, J_data * np.array(factors))


print(f"Input phi0 = {phi0:.3f} eV, a = {a*1e3:.2f} meV/K")
print(f"Input permittivity = {eps:.1f}, field = {field_MV:.2f} MV/cm")
print(f"Window = {temps[0]:.0f} to {temps[-1]:.0f} K, {len(temps)} points")
print(f"k = {k*1e3:.5f} meV/K, kT at {T_mid:.0f} K = {k*T_mid*1e3:.2f} meV")
print(f"e^2 = {e2:.4f} eV nm")
print(f"Richardson constant A = {A:.2f} A/(cm^2 K^2)")
print(f"Barrier maximum at x = {x_max:.3f} nm")
print(f"Image lowering = {lowering:.4f} eV")
print(f"phi at 400 K = {phi_mid:.4f} eV; lowered = {phi_mid-lowering:.4f} eV")
for T, J in zip(temps[::5], J_data[::5]):
    print(f"J at {T:.0f} K = {J:.3e} A/cm^2")
print(f"Slope barrier = {slope_barrier:.4f} eV = {slope_barrier*C.e*1e7:.3e} erg")
print(f"Slope barrier + lowering = {slope_barrier+lowering:.4f} eV")
print(f"Excess over phi at 400 K = {slope_barrier+lowering-phi_mid:.4f} eV")
print(f"a/k = {a/k:.4f}, exp(a/k) = {np.exp(a/k):.2f}")
print(f"Apparent constant = {A_app:.4e} A/(cm^2 K^2)")
print(f"Apparent constant for a reversed = {fits[-a][1]:.4f} A/(cm^2 K^2)")
print(f"phi at 400 K from J and known A = {phi_back:.4f} eV")
print(f"Shift of that phi if prefactor is off by 2 = {k*T_mid*np.log(2)*1e3:.1f} meV")
print(f"Shift of that phi if prefactor is off by 10 = {k*T_mid*np.log(10)*1e3:.1f} meV")
print(f"J at 300 K, direct = {J_use:.3e} A/cm^2")
print(f"J at 300 K, fitted line = {J_line:.3e} A/cm^2")
print(f"J at 300 K, slope barrier with A = {J_mixed:.3e} A/cm^2")
print(f"J at 300 K, 400 K barrier with A = {J_frozen:.3e} A/cm^2")
print(f"Ratio 400 K barrier result / direct = {J_frozen/J_use:.2f}")
print(f"Curved barrier: oscillator temperature = {einstein_T:.0f} K")
print(f"Curved barrier: phi(0) = {phi_zero:.4f} eV, phi(400 K) = {curved(T_mid):.4f} eV")
print(f"Curved barrier: dphi/dT at 400 K = {curved_slope*1e3:.4f} meV/K")
print(f"Curved barrier: slope + lowering = {local_barrier:.4f} eV")
print(f"Curved barrier: apparent constant / A = {local_A/A:.1f}")
print(f"Fermi correction at 400 K = {np.exp(-(phi_mid-lowering)/(k*T_mid))/4:.1e} (relative)")
for mass, (factor, barrier, const) in tunnel.items():
    print(f"Tunnelling, mass {mass:.1f} m: J factor at 400 K = {factor:.3f}")
    print(f"  slope barrier = {barrier:.4f} eV, apparent constant / A = {const/A:.1f}")
print(f"Emission velocity at 400 K = {emission_velocity(T_mid):.3e} cm/s")
print(f"Diffusion length integral at 400 K = {barrier_length(T_mid):.3f} nm")
for mobility, activation in ((20.0, 0.0), (0.01, 0.0), (0.01, 0.1)):
    factor, barrier, const = diffusion_fit(mobility, activation)
    print(f"Mobility {mobility:g} cm2/Vs at 400 K, activation {activation:.1f} eV:")
    print(f"  diffusion velocity at 400 K = {diffusion_velocity(T_mid, mobility):.3e} cm/s")
    print(f"  J factor = {factor:.3e}, slope barrier = {barrier:.4f} eV")
    print(f"  apparent constant / A = {const/A:.3e}")
print(f"Field / rough breakdown field of {breakdown_MV:.0f} MV/cm = {field_MV/breakdown_MV:.2f}")
print("OK")
```

It prints:

```
Input phi0 = 1.500 eV, a = 0.40 meV/K
Input permittivity = 2.0, field = 0.50 MV/cm
Window = 350 to 450 K, 11 points
k = 0.08617 meV/K, kT at 400 K = 34.47 meV
e^2 = 1.4400 eV nm
Richardson constant A = 120.17 A/(cm^2 K^2)
Barrier maximum at x = 1.897 nm
Image lowering = 0.1897 eV
phi at 400 K = 1.3400 eV; lowered = 1.1503 eV
J at 350 K = 2.074e-10 A/cm^2
J at 400 K = 6.183e-08 A/cm^2
J at 450 K = 5.343e-06 A/cm^2
Slope barrier = 1.3103 eV = 2.099e-12 erg
Slope barrier + lowering = 1.5000 eV
Excess over phi at 400 K = 0.1600 eV
a/k = 4.6418, exp(a/k) = 103.73
Apparent constant = 1.2466e+04 A/(cm^2 K^2)
Apparent constant for a reversed = 1.1585 A/(cm^2 K^2)
phi at 400 K from J and known A = 1.3400 eV
Shift of that phi if prefactor is off by 2 = 23.9 meV
Shift of that phi if prefactor is off by 10 = 79.4 meV
J at 300 K, direct = 1.093e-13 A/cm^2
J at 300 K, fitted line = 1.093e-13 A/cm^2
J at 300 K, slope barrier with A = 1.053e-15 A/cm^2
J at 300 K, 400 K barrier with A = 5.134e-13 A/cm^2
Ratio 400 K barrier result / direct = 4.70
Curved barrier: oscillator temperature = 300 K
Curved barrier: phi(0) = 1.4400 eV, phi(400 K) = 1.3326 eV
Curved barrier: dphi/dT at 400 K = -0.3818 meV/K
Curved barrier: slope + lowering = 1.4853 eV
Curved barrier: apparent constant / A = 83.9
Fermi correction at 400 K = 8.0e-16 (relative)
Tunnelling, mass 1.0 m: J factor at 400 K = 1.143
  slope barrier = 1.3006 eV, apparent constant / A = 89.6
Tunnelling, mass 0.5 m: J factor at 400 K = 1.307
  slope barrier = 1.2905 eV, apparent constant / A = 76.6
Emission velocity at 400 K = 3.106e+06 cm/s
Diffusion length integral at 400 K = 1.424 nm
Mobility 20 cm2/Vs at 400 K, activation 0.0 eV:
  diffusion velocity at 400 K = 4.842e+06 cm/s
  J factor = 6.092e-01, slope barrier = 1.3081 eV
  apparent constant / A = 5.928e+01
Mobility 0.01 cm2/Vs at 400 K, activation 0.0 eV:
  diffusion velocity at 400 K = 2.421e+03 cm/s
  J factor = 7.787e-04, slope barrier = 1.3047 eV
  apparent constant / A = 6.860e-02
Mobility 0.01 cm2/Vs at 400 K, activation 0.1 eV:
  diffusion velocity at 400 K = 2.421e+03 cm/s
  J factor = 7.787e-04, slope barrier = 1.4046 eV
  apparent constant / A = 1.245e+00
Field / rough breakdown field of 5 MV/cm = 0.10
OK
```
